\section*{The Dirac $g$ factor of the $1s$ electron in hydrogen-like ions, part 2}

The problem is the $g$ factor of the $1s_{1/2}$ electron in a one-electron ion, defined by $\Delta E=g\,\mu_BB\,m_j$ at first order in a weak uniform field $\mathbf B$ along $z$, and the origin of its leading departure from 2. The nucleus is a point, spinless and infinitely heavy, without radiative corrections. Hartree atomic units are used: $\hbar=m=e=4\pi\epsilon_0=1$, $c=1/\alpha$, $\mu_B=\tfrac12$, so $g=4\Delta E/B$ for $m_j=+\tfrac12$. The electron has charge $-1$: $\boldsymbol\pi=\mathbf p+\mathbf A$, $\mathbf A=\tfrac12\mathbf B\times\mathbf r$. The potential is $V=-Z/r$ unless stated otherwise, and $\mathbf n=\mathbf r/r$.

In (b) the Dirac spinor is $\psi=(\varphi,\eta)$ with
\begin{equation}
\varphi=\frac{P(r)}{r\sqrt{4\pi}}\,\chi,\qquad \eta=-i\,\frac{Q(r)}{r\sqrt{4\pi}}\,\boldsymbol\sigma\cdot\mathbf n\,\chi,
\end{equation}
where $\chi$ is a constant unit spinor. The perturbation is $H'=c\,\boldsymbol\alpha\cdot\mathbf A$, with Dirac matrices $\alpha_k$ and $\beta$. For the Coulomb state $\gamma=\sqrt{1-(Z\alpha)^2}=\langle\beta\rangle$, $E=\gamma c^2$, and Breit's value $g=2(1+2\gamma)/3$ expands as
\begin{equation}
g=2-\tfrac23(Z\alpha)^2-\tfrac16(Z\alpha)^4-\tfrac1{12}(Z\alpha)^6-\dots \label{eq:series}
\end{equation}
In (d), any central potential gives $g=2(1+2\langle\beta\rangle)/3=2-\tfrac83\int Q^2dr$ and, with $T=p^2/2$ averaged in the Schr\"odinger state,
\begin{equation}
g-2\approx-\frac{4\langle T\rangle}{3c^2}. \label{eq:43T}
\end{equation}

In (e), with $D=\boldsymbol\sigma\cdot\boldsymbol\pi$ and $\varepsilon=E-c^2$, eliminating $\eta$ gives
\begin{equation}
\Big[\tfrac12D^2+V+\frac{DVD}{4c^2}\Big]\varphi=\varepsilon\Big[1+\frac{D^2}{4c^2}\Big]\varphi .
\end{equation}
Normalization turns this into $H_2\Phi=\varepsilon\Phi$, with
\begin{align}
H_2&=\tfrac12D^2+V+\frac{DVD}{4c^2}-\frac{1}{8c^2}\big\{D^2,\tfrac12D^2+V\big\}\nonumber\\
&=\tfrac12D^2+V-\frac{D^4}{8c^2}-\frac{1}{8c^2}[D,[D,V]], \label{eq:H2}
\end{align}
\begin{equation}
D^2=p^2+B(L_z+\sigma_z)+A^2 . \label{eq:D2}
\end{equation}
Here $\mathbf L$ is the orbital angular momentum. Sort $H_2=H_0+H_Z+W_0+W_1+\dots$, where $H_0=T+V$, $H_Z=\tfrac12B(L_z+\sigma_z)$, $W_0$ is the field-free part of order $1/c^2$ and $W_1$ the part of order $B/c^2$. Let $|0\rangle$ be the Schr\"odinger $1s$ state with spin up and $\varphi_0$ its orbital function. The second-order cross term between $H_Z$ and $W_0$ vanishes because $H_Z|0\rangle=\tfrac12B|0\rangle$, so at order $B/c^2$ only $\langle W_1\rangle$ remains.

\section*{(f) Mass correction and gauge correction}

\emph{Evaluate the two parts of $\langle W_1\rangle$ and compare their sum with Eq.~\eqref{eq:series}.}

\paragraph{Solution.} Squaring Eq.~\eqref{eq:D2}, the part of $D^4$ linear in $B$ is $B\{p^2,L_z+\sigma_z\}=2Bp^2(L_z+\sigma_z)$, because $p^2$ commutes with $L_z$ and $\sigma_z$. In $|0\rangle$,
\begin{equation}
\Delta E_{\rm RMC}=-\frac{2B\langle p^2\rangle}{8c^2}=-\frac{B\langle T\rangle}{2c^2},\qquad \Delta g_{\rm RMC}=-\frac{2\langle T\rangle}{c^2}.
\end{equation}
This is the relativistic mass correction. The magneton $e\hbar/2m$ evaluated with the mass raised by the factor $1+T/c^2$ gives $2(1-T/c^2)$, the same shift. The term is lost if the mass-velocity operator is written $-\pi^4/8c^2$ in place of $-D^4/8c^2$. For $\varphi_0\propto e^{-Zr}$, $|\nabla\varphi_0|^2=Z^2\varphi_0^2$, so $\langle T\rangle=Z^2/2$ and
\begin{equation}
\Delta g_{\rm RMC}=-(Z\alpha)^2 .
\end{equation}

For the double commutator let $\mathbf F=\nabla V$, so that $[D,V]=-i\boldsymbol\sigma\cdot\mathbf F$ and
\begin{equation}
[D,[D,V]]=-i\,(\sigma_i\sigma_j\,\pi_iF_j-\sigma_j\sigma_i\,F_j\pi_i).
\end{equation}
The $\delta_{ij}$ parts give $\boldsymbol\pi\cdot\mathbf F-\mathbf F\cdot\boldsymbol\pi=-i\nabla^2V$. The antisymmetric parts give $i\epsilon_{ijk}\sigma_k(\pi_iF_j+F_j\pi_i)$. Here $\pi_iF_j=F_j\pi_i-i\partial_iF_j$ and $\epsilon_{ijk}\partial_iF_j=0$ for a gradient, which leaves $2i\epsilon_{ijk}\sigma_kF_j\pi_i=-2i\,\boldsymbol\sigma\cdot(\mathbf F\times\boldsymbol\pi)$. Multiplying the sum by $-i$ and then by $-1/8c^2$,
\begin{equation}
-\frac{[D,[D,V]]}{8c^2}=\frac{\nabla^2V}{8c^2}+\frac{\boldsymbol\sigma\cdot(\nabla V\times\boldsymbol\pi)}{4c^2}.
\end{equation}
These are the Darwin term, which has no field dependence, and the spin-orbit term. The latter contains $\boldsymbol\pi$, as gauge invariance demands, and its $\mathbf A$ part is the gauge correction. With $\nabla V=V'\mathbf r/r$ and $\mathbf r\times(\mathbf B\times\mathbf r)=r^2\mathbf B-\mathbf r(\mathbf r\cdot\mathbf B)$,
\begin{equation}
W_{\rm GC}=\frac{rV'}{8c^2}\,B\,(\sigma_z-n_z\,\boldsymbol\sigma\cdot\mathbf n).
\end{equation}
The bracket averages to $\tfrac23$ for spin up, so
\begin{equation}
\Delta E_{\rm GC}=\frac{B\langle rV'\rangle}{12c^2},\qquad\Delta g_{\rm GC}=\frac{\langle rV'\rangle}{3c^2}.
\end{equation}
Physically, the field sets the $s$ cloud into diamagnetic circulation with velocity $\mathbf A$. Motion through the electric field of the nucleus produces a magnetic field $\nabla V\times\mathbf A/c^2$ at the spin, and on average it adds to $\mathbf B$. Coupled to the full spin moment this field would give twice $\Delta g_{\rm GC}$; the Thomas factor $\tfrac12$ contained in the spin-orbit term halves it. For the Coulomb potential $rV'=Z/r$ and $\langle1/r\rangle=(2Z)^{-2}/[2(2Z)^{-3}]=Z$, so
\begin{equation}
\Delta g_{\rm GC}=+\tfrac13(Z\alpha)^2,\qquad \Delta g_{\rm RMC}+\Delta g_{\rm GC}=-\tfrac23(Z\alpha)^2,
\end{equation}
in agreement with Eq.~\eqref{eq:series}. Keeping the mass correction alone overstates the shift by one half.

For a general central potential, the energy of the scaled state $s^{3/2}\varphi_0(s\mathbf r)$ is $s^2\langle T\rangle+\langle V(r/s)\rangle$, and stationarity at $s=1$ gives the virial theorem $\langle rV'\rangle=2\langle T\rangle$. Then $\Delta g_{\rm GC}=\tfrac23\langle T\rangle/c^2$, the ratio of the two corrections is always $-3$, and the sum is Eq.~\eqref{eq:43T}. Only the sum is observable. The division $-1+\tfrac13$ belongs to the normalized form \eqref{eq:H2}; the equation for $\varphi$ before normalization has no $D^4$ term at all and groups the same total differently.

\section*{(g) The gauge origin}

\emph{Show that moving the gauge origin to $\mathbf R$ changes neither $g$ nor its division.}

\paragraph{Solution.} The new potential is $\mathbf A-\mathbf a$ with the constant $\mathbf a=\tfrac12\mathbf B\times\mathbf R$. Since $e^{i\mathbf a\cdot\mathbf r}\boldsymbol\pi e^{-i\mathbf a\cdot\mathbf r}=\boldsymbol\pi-\mathbf a$, the shift is unitary and total energies cannot change. In the Dirac calculation $H'$ gains $-c\,\mathbf a\cdot\boldsymbol\alpha$, and $\varphi^\dagger\sigma_k\eta\propto\chi^\dagger\sigma_k\,\boldsymbol\sigma\cdot\mathbf n\,\chi$ is odd in $\mathbf n$, so $\langle\boldsymbol\alpha\rangle=0$. In $H_2$, $D^2$ gains $-2\mathbf a\cdot\mathbf p$ at first order. The mass term therefore gains $+p^2\,\mathbf a\cdot\mathbf p/2c^2$ and the gauge term gains $-\boldsymbol\sigma\cdot(\nabla V\times\mathbf a)/4c^2$. Both are odd under parity and have zero mean in $|0\rangle$. $H_Z$ gains $-\mathbf a\cdot\mathbf p$, so the cross term must be examined again. The mass-velocity and Darwin parts of $W_0$ turn $|0\rangle$ into an $s$ function, the spin-orbit part is proportional to $\boldsymbol\sigma\cdot\mathbf L$ and annihilates it, and $\mathbf a\cdot\mathbf p$ has no element between $s$ functions. Each piece is separately unchanged. The inversion symmetry of the ion makes this immediate. The unitary argument by itself gives less: it maps $D$ to $D-\boldsymbol\sigma\cdot\mathbf a$ and commutes with $V$, so it protects each piece together with its own cross term with $H_Z$ (the gauge correction plus the orbital-Zeeman/spin-orbit term, for instance), not each piece alone.

\section*{(h) Hydrogen-like aluminium}

\emph{Evaluate everything for Al$^{12+}$ ($Z=13$) at a chosen field of 1 T, and follow the expansion to larger $Z$.}

\paragraph{Solution.} With $\alpha=7.2973525643\times10^{-3}$ and $c=137.035999$, $Z\alpha=0.09486558$, $(Z\alpha)^2=8.99947890\times10^{-3}$ and $\gamma=0.995490091$. The binding energy $(1-\gamma)c^2$ is $84.69097$ hartree or $2304.56$ eV, and $\langle r\rangle=(2\gamma+1)/26=0.115038$ bohr $=0.060875$ \AA. The radial integral is $-\alpha(2\gamma+1)/4=-5.4565592\times10^{-3}$ bohr, and
\begin{equation}
g=\tfrac23\,(1+2\times0.995490091)=1.993986788 .
\end{equation}
The small-component norm $(1-\gamma)/2=2.254955\times10^{-3}$, multiplied by $-\tfrac83$, gives $g-2=-6.01321\times10^{-3}$ by the route of (d). In the Schr\"odinger state $\langle T\rangle=84.5000$ hartree ($2299.36$ eV) and $\langle rV'\rangle=169.0000$ hartree ($4598.72$ eV), so
\begin{align}
\Delta g_{\rm RMC}&=-2(84.5)/137.035999^2=-8.999479\times10^{-3},\\
\Delta g_{\rm GC}&=169/(3\times137.035999^2)=+2.999826\times10^{-3}.
\end{align}
The sum is $-5.999653\times10^{-3}$ against the exact $g-2=-6.013212\times10^{-3}$. The remainder $-1.3560\times10^{-5}$ is close to $-(Z\alpha)^4/6=-1.3498\times10^{-5}$, the small excess being the sixth-order term, a fraction $(Z\alpha)^2/2$ of the quartic one.

The atomic unit of field is $235051.76$ T, so $1$ T $=4.254382\times10^{-6}$ a.u., far below $Z^2$, and $\mu_BB=2.127191\times10^{-6}$ hartree $=5.788382\times10^{-5}$ eV. The splitting between $m_j=\pm\tfrac12$ is
\begin{equation}
g\mu_BB=1.993986788\times5.788382\times10^{-5}\ \mathrm{eV}=1.154196\times10^{-4}\ \mathrm{eV},
\end{equation}
or $4.241591\times10^{-6}$ hartree, compared with $1.157676\times10^{-4}$ eV for $g=2$. The mass correction contributes $-5.2092\times10^{-7}$ eV and the gauge correction $+1.7364\times10^{-7}$ eV.

For heavier hydrogen-like ions:
\begin{center}
\begin{tabular}{lccccc}
ion & $Z$ & $g$ & RMC & GC & remainder\\
Al & 13 & 1.993987 & $-0.008999$ & 0.003000 & $-1.356\times10^{-5}$\\
Cr & 24 & 1.979392 & $-0.030673$ & 0.010224 & $-1.593\times10^{-4}$\\
Pd & 46 & 1.922636 & $-0.112680$ & 0.037560 & $-2.244\times10^{-3}$\\
Pr & 59 & 1.870093 & $-0.185368$ & 0.061789 & $-6.328\times10^{-3}$
\end{tabular}
\end{center}
For Pr the remainder is about five percent of $g-2$, and the quartic term, $-5.727\times10^{-3}$, no longer accounts for all of it. The remainder has no unique assignment to mass or gauge terms.

Breit's value is not the full $g$ of a real ion. The digits above belong to the point-nucleus Dirac model and are kept only to resolve the terms of the expansion in $Z\alpha$; the $g$ of a real ion differs from them already in the third decimal. The leading radiative shift $\alpha/\pi=2.323\times10^{-3}$ is of the same order as the binding shift in aluminium and opposite in sign. Nuclear recoil has the scale $(Z\alpha)^2m/M=1.83\times10^{-7}$ for a chosen mass $M=27$ u. A finite nucleus leaves (d) intact and alters $\langle\beta\rangle$. If the nucleus has spin, as that of stable aluminium does, the hyperfine coupling reorganizes the levels, and the number computed here is the electronic $g_J$ that enters their Zeeman shifts. For $^{27}$Al$^{12+}$ ($I=\tfrac52$) the $1s$ hyperfine splitting is about $1.0\times10^{-2}$ eV, some 90 times the Zeeman splitting found above, so at 1 T the real ion shows $F=2$ and $F=3$ sublevels spaced by roughly $g\mu_BB/6\approx1.9\times10^{-5}$ eV rather than an $m_j$ doublet.

\paragraph{The numerical check.} The numerical check verifies that the spinor of (b) solves the Dirac equation in Cartesian form, and integrates $H'$ in three dimensions with explicit matrices, for both $m_j$ and a shifted gauge origin, obtaining $1.993986788$ for aluminium. Diagonalization in a kinetically balanced Gaussian basis, which does not use the analytic solution, gives $1.9939868$. Equation~\eqref{eq:H2} is tested on random Hermitian matrices $D$ and $V$: doubling $c$ lowers the error by $15.99$, as a $c^{-4}$ error should. Because the virial theorem ties the two corrections together, a test of their sum cannot confirm the division, so each is obtained separately by applying $D$ symbolically to the $1s$ function and integrating. The quantity $f(c)=(g-2)c^2$, extrapolated as $[4f(2c)-f(c)]/3$ to remove its $1/c^2$ term, is $-112.666$ against $-2\langle T\rangle+\langle rV'\rangle/3=-112.667$ hartree. For the screened potential $-Ze^{-\mu r^2}/r$ with $Z=13$ and a chosen $\mu=10$ bohr$^{-2}$, both $g$ and $2(1+2\langle\beta\rangle)/3$ equal $1.9933062$ with $\langle\beta\rangle=0.9949797$, the corrections are $-1.00220\times10^{-2}$ and $+3.34067\times10^{-3}$, and both sides of the extrapolation test give $-125.468$ hartree. This screening raises $\langle T\rangle$ to $94.1010$ hartree and so lowers $g$, although it makes the well shallower. Near the nucleus the potential is $-Z/r+Z\mu r$, so the inward force is larger by $Z\mu$ and the orbital contracts; $g$ responds to the force, through $\langle rV'\rangle=2\langle T\rangle$, and not to the depth of the level. The force exceeds the Coulomb one only where $e^{-\mu r^2}(1+2\mu r^2)>1$, that is for $\mu r^2\lesssim1.26$, so the trend reverses under stronger screening: at $\mu=100$ bohr$^{-2}$ the orbital expands and $\langle T\rangle$ falls to about $81.7$ hartree, below the Coulomb value.

\section*{Values computed for the example and the checks}
\begin{verbatim}
alpha = 7.2973525643e-03, c = 137.035999 a.u.
1 hartree = 27.211386 eV, 1 bohr = 0.529177 angstrom
a.u. of B = 235051.76 T
random-matrix H2 error ratio c=50/c=100: 15.99
--- Al12+, Z = 13 ---
Z alpha = 0.09486558, (Z alpha)^2 = 8.99947890e-03, gamma = 0.995490091
binding = 84.69097 hartree = 2304.56 eV
<r> Dirac = 0.115038 bohr = 0.060875 angstrom
<T> = 84.5000 hartree = 2299.36 eV
<rV'> = 169.0000 hartree = 4598.72 eV
int rPQ: formula -5.4565592e-03, basis -5.4565592e-03 bohr
small-component norm = 2.254955e-03
g Breit = 1.993986788, quadrature = 1.993986788, basis = 1.9939868
g-2 = -6.013212e-03, RMC = -8.999479e-03, GC = 2.999826e-03, sum = -5.999653e-03
remainder = -1.3560e-05, -(Z alpha)^4/6 = -1.3498e-05
extrapolated (g-2)c^2 = -112.666, -2T+rV'/3 = -112.667 hartree
B = 1 T = 4.254382e-06 a.u., mu_B B = 2.127191e-06 hartree = 5.788382e-05 eV
splitting = 4.241591e-06 hartree = 1.154196e-04 eV
splitting for g=2: 4.254382e-06 hartree = 1.157676e-04 eV
RMC part = -5.2092e-07 eV, GC part = 1.7364e-07 eV
omitted QED scale alpha/pi = 2.323e-03
omitted recoil scale (Z alpha)^2 m/M, M = 27 u: 1.83e-07
--- screened, Z = 13, mu = 10.0 bohr^-2 ---
<T> = 94.1010, <rV'> = 188.2020 hartree
g = 1.9933062, <beta> = 0.9949797, 2(1+2<beta>)/3 = 1.9933062
RMC = -1.00220e-02, GC = 3.34067e-03
extrapolated (g-2)c^2 = -125.468, -2T+rV'/3 = -125.468 hartree
--- hydrogen-like ions ---
Al Z=13: gamma=0.995490 g=1.993987 RMC=-0.008999 GC=0.003000
  remainder=-1.356e-05 quartic=-1.350e-05
  binding=84.69 hartree=2305 eV, <r>=0.06088 angstrom
Cr Z=24: gamma=0.984544 g=1.979392 RMC=-0.030673 GC=0.010224
  remainder=-1.593e-04 quartic=-1.568e-04
  binding=290.24 hartree=7898 eV, <r>=0.03273 angstrom
Pd Z=46: gamma=0.941977 g=1.922636 RMC=-0.112680 GC=0.037560
  remainder=-2.244e-03 quartic=-2.116e-03
  binding=1089.61 hartree=29650 eV, <r>=0.01659 angstrom
Pr Z=59: gamma=0.902570 g=1.870093 RMC=-0.185368 GC=0.061789
  remainder=-6.328e-03 quartic=-5.727e-03
  binding=1829.63 hartree=49787 eV, <r>=0.01258 angstrom
\end{verbatim}
